Second-order free-energy perturbation from a surrogate model to its target

**What goes wrong without the correction**

A surrogate potential, for instance one fitted to density-functional energies, is cheap enough to sample a crystal at annealing temperature. The free energy it delivers belongs to the surrogate, not to the method it imitates. An obvious repair is to recompute some snapshots with the expensive method and add the mean energy difference. That repair is biased upwards, because the target system would favour configurations whose energy it lowers, while the snapshots were drawn without that preference. In the silicon-germanium cell treated below the bias is 25 meV.

The exact repair averages the exponential of minus the energy difference over k_B T. When the differences spread over several k_B T, this average is controlled by rare snapshots that a short list may not contain. The second-order formula is a compromise: it corrects the mean for the missing preference, but needs only a mean and a variance.

Let U0(q) be the surrogate energy, U1(q) the target energy, and

w(q) = U1(q) − U0(q).

Both systems are classical, with the same coordinates q, volume, masses and temperature T. Write β = 1/(k_B T). The momentum integrals are equal and cancel in the free-energy difference ΔF = F1 − F0, leaving

ΔF = −k_B T ln(Z1/Z0), Zi = ∫ exp(−βUi) dq.

With ⟨ ⟩0 the canonical average in the surrogate, the result to be derived is

ΔF ≈ ⟨w⟩0 − Var0(w)/(2 k_B T),

with equality if w has a Gaussian distribution in the surrogate ensemble.

**First derivation: switching the difference on**

Define a family of systems with energy U0 + λw, so that λ = 0 is the surrogate and λ = 1 the target:

Z(λ) = ∫ exp[−β(U0 + λw)] dq, F(λ) = −(1/β) ln Z(λ).

Assume that ⟨exp(−βλw)⟩0 is finite on an open interval containing 0 ≤ λ ≤ 1. Powers of w times the Boltzmann factor are then integrable as well, since a slightly larger or smaller λ supplies an exponential that dominates any power. Differentiation under the integral is therefore allowed. The first derivative is

F′(λ) = −Z′/(βZ) = ∫ w exp[−β(U0 + λw)] dq / Z = ⟨w⟩λ.

For any quantity A(q) that does not itself depend on λ, the quotient rule gives

d⟨A⟩λ/dλ = −β(⟨Aw⟩λ − ⟨A⟩λ⟨w⟩λ).

The first term comes from the numerator and the second from the normalization. Setting A = w,

F″(λ) = −β(⟨w²⟩λ − ⟨w⟩λ²) = −β Varλ(w).

For the third derivative, apply the same rule to ⟨w²⟩ and to ⟨w⟩², omitting the subscript λ:

F‴ = −β[−β(⟨w³⟩ − ⟨w²⟩⟨w⟩) + 2β⟨w⟩(⟨w²⟩ − ⟨w⟩²)]
= β²(⟨w³⟩ − 3⟨w²⟩⟨w⟩ + 2⟨w⟩³)
= β²κ3(λ).

The last bracket is the expansion of ⟨(w − ⟨w⟩)³⟩, the third central moment κ3.

To connect the endpoints, integrate by parts twice:

½∫₀¹(1−λ)²F‴ dλ = −½F″(0) + ∫₀¹(1−λ)F″ dλ
= −½F″(0) − F′(0) + F(1) − F(0).

Solving for F(1) − F(0) and inserting the derivatives gives an identity:

ΔF = ⟨w⟩0 − (β/2)Var0(w) + R,
R = (β²/2)∫₀¹(1−λ)²κ3(λ) dλ.

The second-order formula drops R. If κ3 changes little along the path, R ≈ β²κ3(0)/6, because ∫₀¹(1−λ)² dλ = 1/3. Its sign is that of the skewness, so the second-order result is not a bound. The means are bounds: F″ ≤ 0 implies that F′ never increases, and since ΔF is the integral of F′ from 0 to 1,

⟨w⟩1 ≤ ΔF ≤ ⟨w⟩0.

Now let w be Gaussian at λ = 0, with mean m and variance σ². Switching on λ multiplies the weight of every configuration by exp(−βλw), which depends on the configuration through w alone. The distribution of w therefore becomes pλ(w) ∝ p0(w) exp(−βλw). Its exponent is

−(w − m)²/(2σ²) − βλw
= −(w − m + βλσ²)²/(2σ²) − βλm + β²λ²σ²/2,

as expanding the square confirms. The last two terms do not contain w and go into the normalization. The distribution stays Gaussian with variance σ², and only its mean moves, to m − βλσ². Hence κ3(λ) = 0 along the whole path, R = 0, and the formula is exact for any σ.

**Second derivation: averaging the exponential**

No intermediate systems are needed if the target weight is written as the surrogate weight times a factor:

Z1/Z0 = ∫ exp(−βU0) exp(−βw) dq / Z0 = ⟨exp(−βw)⟩0,

ΔF = −k_B T ln⟨exp(−βw)⟩0.

Put w = m + x, where m = ⟨w⟩0 and ⟨x⟩0 = 0. The constant m leaves the average as a factor:

ΔF = m − k_B T ln⟨exp(−βx)⟩0.

For small βx, expand the exponential. The linear term averages to zero, so

⟨exp(−βx)⟩0 = 1 + β²σ²/2 − β³κ3/6 + fourth order.

In ln(1 + y) = y − y²/2 + …, the square y² is already of fourth order. To third order the logarithm is thus β²σ²/2 − β³κ3/6, and multiplication by −k_B T = −1/β gives

ΔF = m − βσ²/2 + β²κ3/6 + higher order.

The order counts powers of the difference w at a fixed surrogate ensemble. It is not an expansion in 1/T, because m, σ² and κ3 depend on temperature themselves.

For Gaussian x the whole series can be summed. Since x p0 = −σ² dp0/dx, integration by parts gives

⟨xⁿ⟩ = (n − 1)σ²⟨xⁿ⁻²⟩.

Odd moments vanish, and the even ones are ⟨x²ⁿ⟩ = (2n−1)(2n−3)…1 · σ²ⁿ. Dividing by (2n)! cancels the odd factors and leaves the even ones, whose product is 2ⁿn!. Therefore

⟨exp(−βx)⟩0 = Σₙ (β²σ²/2)ⁿ/n! = exp(β²σ²/2).

Averaging term by term is legitimate because ⟨exp(β|x|)⟩ is finite for a Gaussian. The logarithm is β²σ²/2, and ΔF = m − βσ²/2 follows with no small parameter.

**What each derivation assumes**

The first derivation needs finite exponential averages along the path. In return it gives the exact error for any distribution, and shows that the error depends on the third central moment at all intermediate λ. The second uses the surrogate distribution alone. It requires either a small difference, for the truncated series, or a Gaussian one, for the full sum. By itself it does not say how large the neglected terms are.

Three conditions are easier to see with both in hand. First, the minus sign belongs to sampling in the surrogate. Exchanging the systems replaces w by −w and ΔF by −ΔF, so snapshots of the target obey

ΔF ≈ ⟨w⟩1 + Var1(w)/(2 k_B T).

Second, agreement at one temperature does not prove that w is Gaussian, since κ3(λ) can change sign and its weighted integral can vanish.

Third, being Gaussian is a property of U0, w and T together. A double well shows this, in reduced units with k_B = 1:

U0 = x⁴/4 − x² + 0.2x, β = 1.3.

Let P(x) be the probability of finding the coordinate below x, and let Φ be the cumulative distribution of the standard normal variable. The difference w = 0.5 + 0.9 Φ⁻¹(P(x)) is Gaussian by construction, although neither potential is harmonic. The formula gives 0.5 − 1.3 × 0.81/2 = −0.0265, and direct quadrature of the two configuration integrals also gives −0.0265. With the same two potentials at half the temperature, quadrature gives −0.287 and the formula −0.472. For the ordinary difference w = 0.6x + 0.3x² at β = 1.3, the error found directly and the integral R agree at 0.1263.

**A crystal: force errors and stiffness errors**

Take a harmonic surrogate U0 = ½q·Kq, with uniform translations removed, and write C = K⁻¹. Let the difference contain a force error and a stiffness error:

w = f·q + ½q·δK q.

The surrogate ensemble is Gaussian in q, with ⟨qᵢqⱼ⟩ = k_B T Cᵢⱼ. The linear term has zero mean, so

⟨w⟩0 = ½k_B T Tr(CδK).

In the variance, the cross term between the linear and quadratic parts is odd in q and vanishes. The linear part contributes k_B T f·Cf. For the quadratic part, the fourth moment of a Gaussian is a sum over three pairings. One pairing is the squared mean and is subtracted. The other two each give (k_B T)²Tr[(CδK)²], and the prefactor is (½)². Hence

Var0(w) = k_B T f·Cf + ½(k_B T)²Tr[(CδK)²].

The exact difference follows by completing the square in U1. Its minimum lies at energy −½f·(K + δK)⁻¹f, and the remaining Gaussian integral is proportional to det(K + δK)^(−1/2), so

ΔF = −½f·(K + δK)⁻¹f + ½k_B T ln[det(K + δK)/det K].

If δK = 0, then w is linear in Gaussian coordinates and is itself Gaussian. The formula gives −½f·Cf, the exact relaxation energy, however large the force error.

A stiffness error behaves differently. For one mode with relative change r = δK/K and no force error,

exact: ½k_B T ln(1 + r),
second order: ½k_B T(r − r²/2).

The error for small r is k_B T r³/6. As r approaches −1 the target mode goes soft and the exact value tends to −∞, while the formula stops at −¾k_B T. For r above 1 the formula decreases as the target stiffens, which is the wrong trend. The second-order formula is therefore unreliable when the surrogate makes a mode far too stiff or far too soft.

**One germanium atom in silicon at 1000 K**

The example is a periodic cell of 64 sites and 128 bonds, with one germanium atom. Removing three translations leaves 189 modes. The surrogate has springs of 8.0 eV/Å² along each bond and 1.0 eV/Å² across it, and it gives germanium the springs of silicon; the masses are the same in both models. In the target, the Si–Si springs are 3 % stiffer along and 6 % stiffer across the bond, the four Si–Ge bonds are 10 % softer, and each Si–Ge bond pushes outward with an additional 0.30 eV/Å. A constant energy offset between the models would add directly to ΔF without changing the variance. It is set to zero.

At 1000 K, k_B T = 86.17 meV. The surrogate ensemble gives ⟨w⟩0 = 312.42 meV and σ = 65.20 meV, or 0.757 k_B T. The variance term is

65.20²/(2 × 86.17) = 24.67 meV,

of which 16.41 meV comes from the force error and 8.25 meV from the stiffness error. Thus

ΔF ≈ 312.42 − 24.67 = 287.76 meV,

where the last digit follows from the unrounded values. The exact harmonic result is 286.93 meV per cell, or 4.48 meV per atom. The remainder is −0.82 meV, about 3 % of the variance term; the leading term β²κ3/6 accounts for −0.75 meV of it. The skewness is −0.12, which gives this leading term its negative sign.

As a separate test, w was summed bond by bond over 160,000 independent surrogate snapshots. The exponential average came out at 286.89 ± 0.20 meV, in agreement with the exact harmonic value.

**Using the target side as a check**

Sampling the target gives ⟨w⟩1 = 260.54 meV, so the two means bracket ΔF between 260.5 and 312.4 meV. The second-order estimate from the target is 287.91 meV, less than 0.2 meV from the surrogate-side value. This agreement looks like proof of accuracy, but it is not. Suppose F‴ has a constant value c along the path. Then

⟨w⟩1 = ⟨w⟩0 + F″(0) + c/2, F″(1) = F″(0) + c.

The target-side estimate is ⟨w⟩1 − ½F″(1) = ⟨w⟩0 + ½F″(0), identical to the surrogate-side one. Both miss the same c/6.

The average of the two means is more informative. It equals ⟨w⟩0 + ½F″(0) + c/4, whereas the true value is ⟨w⟩0 + ½F″(0) + c/6. The second-order estimate minus this average is therefore −c/4, and the missing remainder c/6 is −2/3 of that difference. Here the average is 286.48 meV, and

R ≈ −(2/3)(287.76 − 286.48) ≈ −0.85 meV,

close to the actual −0.82 meV. The estimate requires target snapshots, and sampling errors well below the difference being used.

**How many snapshots, and how large an error**

For N independent Gaussian snapshots, the sample mean has variance σ²/N. The unbiased sample variance has variance 2σ⁴/(N−1) and is independent of the mean. It enters with the factor β/2, so the squared standard error of the second-order estimate is

σ²/N + β²σ⁴/[2(N−1)].

For the exponential average, a small relative error of the average becomes an absolute error of its logarithm. The relative variance of one exponential is

⟨exp(−2βw)⟩/⟨exp(−βw)⟩² − 1 = exp(β²σ²) − 1,

since the Gaussian averages contribute 2β²σ² − β²σ² to the exponent. To leading order in 1/N the squared standard error is then (k_B T)²[exp(β²σ²) − 1]/N.

If w is treated as Gaussian with the σ found above, N = 200 gives standard errors of 5.2 meV for the second-order estimate and 5.4 meV for the exponential average. The slight negative skewness of the actual w makes both somewhat larger. At this spread the formula has almost no statistical advantage. The advantage appears when σ exceeds k_B T. For Gaussian w, the number of snapshots needed for a given small error then grows as a power of σ for the formula, but exponentially with β²σ² for the exponential average. With too few snapshots the exponential average is also biased upwards, and its leading-order error estimate no longer applies. With 200 snapshots the sampling error also exceeds the remainder roughly sixfold. Since the error falls as 1/√N, at least about 8000 independent snapshots would be needed to make the two equal.

A larger surrogate error makes the truncation matter more. Multiply f and δK by a common factor, with the surrogate and the temperature held fixed. At factor 2 the formula gives 526.2 meV against an exact 519.0 meV. At factor 4, where σ is about 3 k_B T, it gives 855 against 785 meV. The error has grown from 0.8 to 70 meV, somewhat faster than the cube of the factor.

A larger cell at the same composition does not cure this. If w is a sum of local terms with short-ranged correlations, repeated uniformly through the cell, its variance and κ3 both grow in proportion to the number of atoms. The skewness κ3/σ³ falls and the histogram looks more Gaussian, yet the leading remainder β²κ3/6 per atom stays the same. A single impurity in a growing cell is a different case. In the example the negative part of κ3 comes from the germanium site and hardly changes with cell size, while the stiffer Si–Si bonds add a positive part that grows with the number of atoms. With one germanium atom the remainder therefore shrinks and changes sign at a few hundred atoms, through cancellation and not because w has become Gaussian.

**The model beside the real material**

The springs are rough values. They put the highest surrogate phonon at 63 meV, near the roughly 60 meV scale of silicon's optical phonons. One germanium atom in 64 is dilute compared with many silicon-germanium device layers, which can contain tens of percent. The force and stiffness errors are illustrative; a surrogate trained on germanium environments should miss less of the outward push. Real nuclei are not classical. Replacing k_B T ln(ħω/k_B T) by k_B T ln[2 sinh(ħω/2k_B T)] for each harmonic mode raises ΔF by 6.0 meV. Real bonds are not harmonic either: adding the same cubic and quartic bond terms to both models, with a rough Morse range parameter of 1.3 Å⁻¹, moves ΔF down by a few meV (−4.2 ± 0.8 meV from a noisy reweighting). These terms act only on the stretch projected on the fixed bond direction. The lengthening of a bond by sideways motion is left out and can matter as much or more, so the figure gives an order of magnitude only. Thermal electron–hole pairs, with a rough gap of 0.8 eV and a density-of-states mass of one electron mass, contribute −0.3 meV if only the target includes them. This term scales as exp(−gap/2k_B T), so a target with a gap of 0.6 eV, as semilocal functionals roughly give for silicon, would make it about −1 meV, larger than the truncation error. Thermal expansion is excluded by the fixed volume and was not sized. In this example the classical and harmonic assumptions each matter more than the truncation at second order. With a density-functional target, the error of the chosen functional would remain as well, since the correction leads to the target's free energy and no further. The numerical output below lists the values in full.

Computed results

```
Double well, reduced units
inverse temperature: 1.30
plain w: remainder, direct: 0.126295
plain w: remainder, integral: 0.126295
Gaussian w: mean: 0.50
Gaussian w: standard deviation: 0.90
Gaussian w: free energy by quadrature: -0.026500
Gaussian w: second order: -0.026500
Gaussian w: mean in target: -0.553000
same w, half temperature: quadrature: -0.2868
same w, half temperature: second order: -0.4719
Silicon cell with one Ge atom
atoms 64, bonds 128, modes 189
temperature: 1000 K
thermal energy: 86.173 meV
surrogate springs: 8.0, 1.0 eV/angstrom^2
Si-Si changes: 3, 6 percent
Si-Ge spring change: -10 percent
missing push per Si-Ge bond: 0.30 eV/angstrom
highest surrogate phonon energy: 62.9 meV
mean difference, surrogate: 312.420 meV
standard deviation, surrogate: 65.199 meV
standard deviation over kT: 0.757
skewness: -0.121
variance term: 24.665 meV
  of which force error: 16.414 meV
  of which stiffness error: 8.251 meV
second-order free energy: 287.756 meV
exact harmonic free energy: 286.932 meV
remainder, exact minus second order: -0.824 meV
leading third-order term: -0.752 meV
exact free energy per atom: 4.483 meV
mean difference, target: 260.543 meV
second order from target: 287.911 meV
average of the two means: 286.482 meV
snapshots in sampling test: 160000
sampled mean: 312.45 meV
sampled standard deviation: 65.26 meV
exponential average: 286.89 +/- 0.20 meV
error, second order, 200 snapshots: 5.23 meV
error, exponential, 200 snapshots: 5.36 meV
error scale 0.5: second order 150.04, exact 149.95 meV
error scale 2.0: second order 526.18, exact 518.95 meV
error scale 4.0: second order 855.05, exact 784.97 meV
Neglected effects on the free-energy difference
quantum nuclei: 5.99 meV
Morse range parameter: 1.3 1/angstrom
shared anharmonicity: -4.16 +/- 0.82 meV
effective snapshots after reweighting: 22039
rough gap 0.8 eV, density-of-states mass 1.0 m_e
thermal pair density: 1.47e+18 cm^-3
electron-hole pairs: -0.32 meV
```
